# Algebraic Decay of Radicals Lost by Second-Order Recombination in Deep Pores

## Result and conventions

Radicals enter a long, uniform pore at $x=0$, diffuse inward with constant coefficient $D$, and disappear at the rate $kn^2$ per unit volume, where $n(x)$ is their density in the pore gas. If $n_0$ is the density just inside the mouth, the steady profile in a semi-infinite pore is

$$n(x)=\frac{n_0}{(1+x/a)^2},\qquad a=\sqrt{\frac{6D}{kn_0}} .\tag{1}$$

The coefficient $k$ counts lost radicals. A recombination event removes two of them, so events occur at the rate $kn^2/2$. If a rate constant is quoted per event, it must be doubled before use in (1).

Besides diffusive transport with constant $D$ and $k$, the law rests on three assumptions: no first-order loss, no bottom within reach, and enough radicals for the mean-field rate $kn^2$ to hold. Each is relaxed below.

## Derivation

In the steady state, the diffusive flux $J=-Dn'$ into a thin slice exceeds the flux out by the loss inside it. Hence $-dJ/dx=kn^2$, or

$$Dn''=kn^2 .\tag{2}$$

**Behaviour far inside.** We seek a bounded, non-negative solution. By (2), $n''\ge0$, so $n'$ never decreases. If $n'$ were positive anywhere, $n$ would from there on grow at least linearly and be unbounded. So $n'\le0$, and $n$ falls towards a limit $c\ge0$. If $c$ were positive, then $n''\ge kc^2/D>0$ everywhere and $n'$ would eventually become positive, which is excluded. Hence $n\to0$. The slope also has a limit, since it is non-decreasing and bounded above by zero. A negative limit would drive $n$ below zero, so $n'\to0$.

**First integration.** Multiply (2) by $n'$:

$$Dn'n''=kn^2n'\quad\Rightarrow\quad \frac{d}{dx}\left(\frac D2n'^2-\frac k3n^3\right)=0 .$$

The bracket is constant, and it vanishes far inside. Since $n'\le0$, the negative root applies:

$$n'=-\sqrt{\frac{2k}{3D}}\;n^{3/2}.\tag{3}$$

**Second integration.** While $n>0$,

$$\frac{d}{dx}n^{-1/2}=-\frac12n^{-3/2}n'=\frac12\sqrt{\frac{2k}{3D}}=\sqrt{\frac{k}{6D}} .$$

Integrating from the mouth gives $n^{-1/2}=n_0^{-1/2}+x\sqrt{k/6D}$. Multiplying by $n_0^{1/2}$,

$$\sqrt{\frac{n_0}{n}}=1+x\sqrt{\frac{kn_0}{6D}}=1+\frac xa ,$$

which is (1). This expression stays positive at every finite depth, so the condition $n>0$ never fails.

Substitution confirms the factor 6: two derivatives of (1) give $n''=6n_0a^{-2}(1+x/a)^{-4}=6n^2/(a^2n_0)$, and $6D/(a^2n_0)=k$.

## What the profile means

The relative slope is

$$-\frac{n'}{n}=\frac{2}{a+x}.$$

It weakens with depth because the loss rate per radical, $kn$, falls as the radicals thin out. At $x=5a$ it is one sixth of its value at the mouth. With first-order loss the rate per radical is fixed, the relative slope is constant, and the profile is exponential.

The flux entering the pore is

$$J_0=-Dn'(0)=\frac{2Dn_0}{a}=\sqrt{\frac{2Dkn_0^3}{3}} .$$

It must equal the total loss per unit pore area, and it does:

$$\int_0^\infty kn^2dx=kn_0^2\int_0^\infty\frac{dx}{(1+x/a)^4}=\frac{kn_0^2a}{3}=\frac{2Dn_0}{a},$$

where the last step uses $kn_0=6D/a^2$.

For $x\gg a$, (1) becomes $n\simeq n_0a^2/x^2=6D/(kx^2)$. The mouth density has dropped out: a stronger source is consumed mostly near the entrance.

## A closed bottom

Let the pore end at $x=H$ on a wall with no net flux, and let $n_b=n(H)$. Since $n'(H)=0$, the first integral is now

$$n'^2=\frac{2k}{3D}(n^3-n_b^3).$$

Separate variables and put $n=n_bu$:

$$H=\sqrt{\frac{3D}{2kn_b}}\int_1^{n_0/n_b}\frac{du}{\sqrt{u^3-1}} .$$

Write the integral as $I$, taken to infinity, minus its tail. The substitution $u=t^{-1/3}$ gives

$$I=\frac13\int_0^1t^{-5/6}(1-t)^{-1/2}dt=\frac{\sqrt\pi\,\Gamma(1/6)}{3\,\Gamma(2/3)}=2.4287 .$$

For $n_b\ll n_0$ the tail is $\int_{n_0/n_b}^\infty u^{-3/2}du=2\sqrt{n_b/n_0}$ to leading order. Multiplied by its prefactor, it equals $2\sqrt{3D/(2kn_0)}=a$. Therefore

$$H+a=I\sqrt{\frac{3D}{2kn_b}} .$$

Solving for $n_b$, with $3D/(2k)=n_0a^2/4$,

$$n_b=\frac{I^2}{4}\,\frac{n_0}{(1+H/a)^2},\qquad \frac{I^2}{4}=1.475 .\tag{4}$$

When $n_b\ll n_0$, the closed end raises the density there by about 47% above (1), but leaves the inverse-square dependence on $H+a$.

## Added first-order loss

Suppose radicals also react singly with the wall, at the rate $k_1n$. The same multiplication by $n'$ gives

$$n'^2=\frac{k_1}{D}n^2+\frac{2k}{3D}n^3 .\tag{5}$$

Try $n=A/\sinh^2w$ with $w=(x+x_0)/2L$. Then $n'=-A\cosh w/(L\sinh^3w)$, and $\cosh^2w=1+\sinh^2w$ gives

$$n'^2=\frac{n^2}{L^2}+\frac{n^3}{AL^2}.$$

Comparison with (5) fixes $L=\sqrt{D/k_1}$ and $A=3D/(2kL^2)=3k_1/(2k)$. Thus

$$n=\frac{3k_1}{2k}\,\frac{1}{\sinh^2[(x+x_0)/2L]},\qquad \sinh^2\frac{x_0}{2L}=\frac{3k_1}{2kn_0}.\tag{6}$$

For $x+x_0\ll2L$, $\sinh w\simeq w$ and $n\simeq6D/[k(x+x_0)^2]$, with $x_0\simeq a$: this is (1). For $x+x_0\gg2L$, $n\simeq(6k_1/k)e^{-(x+x_0)/L}$. Any first-order loss, however weak, therefore makes the far tail exponential. The algebraic law covers an intermediate range, which exists if $a\ll2L$.

## How second-order loss can arise in a nanopore

Recombination in the gas needs a third body and is negligible in the example below. Pairing of weakly bound radicals on the wall can supply the term $kn^2$.

Let $v$ be the mean thermal speed, $s$ the sticking probability, $\tau$ the residence time on the wall, and $\sigma$ the adsorbed density. At low coverage, and with desorption much faster than recombination, arrival balances desorption:

$$\frac{svn}{4}=\frac{\sigma}{\tau}\quad\Rightarrow\quad\sigma=Kn,\qquad K=\frac{sv\tau}{4}.$$

Let adsorbed radicals be lost at the rate $k_s\sigma^2$ per unit wall area, again counting radicals. A cylinder of diameter $d$ has wall area $4/d$ per unit volume, so

$$k=\frac4d\,k_sK^2 .\tag{7}$$

If recombination instead outruns desorption, every radical that sticks is lost. The loss per volume becomes $(4/d)(svn/4)=svn/d$, which is first order. Pairing on the wall is thus not sufficient for (1); adsorption equilibrium is needed too.

**Diffusion coefficient.** In a narrow pore, radicals fly from wall to wall. Assume they leave with a cosine distribution. Let $\alpha$ be the angle between flight and pore axis, and $\varphi$ the angle between the transverse direction of flight and the inward normal. The transverse chord is $d\cos\varphi$, so the axial step is $z=d\cos\varphi\cot\alpha$. The normalized weight is $(1/\pi)\sin\alpha\cos\varphi$ per solid angle $\sin\alpha\,d\alpha\,d\varphi$. Hence

$$\langle z^2\rangle=\frac{d^2}{\pi}\int_{-\pi/2}^{\pi/2}\cos^3\varphi\,d\varphi\int_0^\pi\cos^2\alpha\,d\alpha=\frac{d^2}{\pi}\cdot\frac43\cdot\frac\pi2=\frac{2d^2}{3}.$$

Flights start at the rate $(4/d)(vn/4)=vn/d$ per volume. For independent symmetric steps, the flux is minus half the mean square step times the gradient of this rate:

$$J=-\frac12\cdot\frac{2d^2}{3}\cdot\frac vd\,n'=-\frac{dv}{3}n',\qquad D=\frac{dv}{3}.$$

Waiting on the wall does not enter, because $n$ is the density in the gas. It does slow the approach to the steady state.

## Worked example

Consider oxygen atoms at 300 K in pores of diameter 3 nm and depth 200 nm, with $n_0=10^{14}$ cm$^{-3}$. Take $s=1$, a binding energy of 0.46 eV, a desorption attempt rate of $10^{13}$ s$^{-1}$, and $k_s=10^{-10}$ cm$^2$/s. These wall values are chosen, not measured.

The mean speed is $6.30\times10^4$ cm/s and $\tau=5.34\times10^{-6}$ s. Then

$$K=\frac{(6.30\times10^4)(5.34\times10^{-6})}{4}=0.0841\ \text{cm},$$

$$D=\frac{(3\times10^{-7})(6.30\times10^4)}{3}=6.30\times10^{-3}\ \text{cm}^2/\text{s},$$

$$k=\frac{4}{3\times10^{-7}}\,(10^{-10})(0.0841)^2=9.44\times10^{-6}\ \text{cm}^3/\text{s},$$

$$a=\sqrt{\frac{6(6.30\times10^{-3})}{9.44\times10^8}}=6.33\times10^{-6}\ \text{cm}=63.3\ \text{nm}.$$

Equation (1) gives $n/n_0=0.312$, 0.150 and 0.058 at 50, 100 and 200 nm. A finite-difference solution of (2) in a pore $40a$ deep gives the same values. An exponential with the same initial slope, $e^{-2x/a}$, would give 0.0018 at 200 nm. First-order loss at the fixed rate $kn_0$ would give $e^{-\sqrt6x/a}=0.00043$.

The flux is $J_0=2.0\times10^{17}$ cm$^{-2}$ s$^{-1}$. Raising $n_0$ tenfold, with $D$ and $k$ fixed, raises the density at 200 nm in the deep pore by a factor of only 1.43. With a closed bottom at 200 nm, $n_b/n_0=1.475\times0.0578=0.085$.

## Are there enough radicals?

At the mouth density, the gas in one pore holds on average only $n_0(\pi d^2/4)a\simeq4.5\times10^{-5}$ atoms per length $a$, so $n$ is an average over time or many pores. The pairing population is on the wall. At the mouth, $\sigma_0=Kn_0=8.4\times10^{12}$ cm$^{-2}$, and the number per length $a$ is

$$N_a=\pi d\sigma_0a\simeq50 .$$

The rate $k_s\sigma^2$ assumes that radicals mix between encounters. Let $c=\pi d\sigma$ be their number per length. Since nearly all are adsorbed at any moment, the population spreads with $D_*\simeq Dd/(4K)$. Mixing over the mean spacing $1/c$ takes about $1/(D_*c^2)$, while the loss rate per radical is $k_s\sigma$. At the mouth, (7) gives $k_s\sigma_0/D_*=kn_0/D=6/a^2$. Because $c\propto n$, the ratio of mixing time to loss time at depth $x$ is

$$\frac{k_s\sigma}{D_*c^2}=\frac{6}{N_a^2}\left(1+\frac xa\right)^2 .$$

This estimate must be small. It is 0.04 at 200 nm and reaches one near 1.2 µm, so beyond roughly that depth the mean-field rate, and with it the algebraic law, is no longer assured in a single pore.

A stochastic simulation of the closed pore, with 16 cells and 300 copies, is consistent with this estimate. Averaged over the deepest four cells, the density is 1.00 times the mean-field value on the same cells; the last digit is subject to sampling noise, and a leading-order treatment of pair correlations gives 1.02. With $N_a=1$ and $H/a$ unchanged, it is 2.1 times that value: sparse radicals find partners less often than the mean-field rate supposes. Each cell is treated as well mixed, so correlations on scales below about 12 nm are not resolved; halving the cells raises the sparse-case ratio to about 2.2.

## Other neglected effects

- **Wall balance.** If atoms landing on occupied sites are turned away, finite coverage (site density $10^{15}$ cm$^{-2}$) and incomplete adsorption equilibrium lower the loss at the mouth by 2.5% relative to $kn_0^2$; the reaction order, averaged over the decade of density below $n_0$, is 1.99. With $k_s$ a million times larger, the order is 1.01, as expected when nearly every adsorbed radical recombines. If instead every atom landing on an occupied site recombined there, this would add a loss about 3.7 times the assumed $k_s\sigma^2$ in the example. At low coverage that loss is also second order, so (1) would keep its form, but $a$ would shrink to about 29 nm.
- **Surface diffusion.** It adds $4KD_s/d$ to $D$. For a chosen $D_s=10^{-10}$ cm$^2$/s this is 1.8%, which lengthens $a$ by about 0.9%. This smallness rests on the choice: with an attempt rate of $10^{13}$ s$^{-1}$ and hops of one site spacing, it implies a hopping barrier of 0.44 eV, nearly the full binding energy. A barrier of 0.7 times the binding energy would make the surface flux 1.7 times the gas flux, and one of half the binding energy about 60 times. At low coverage (1) then keeps its form, but $a$ grows, to about 500 nm in the latter case if $k_s$ is unchanged.
- **Mouth resistance.** A net supply $(v/4)(n_{\rm out}-n_0)=J_0$ gives $n_{\rm out}/n_0=1+8d/(3a)=1.13$. This treats the gas at the mouth as isotropic and overstates the excess, because a net inward flux splits the one-way streams into $vn_0/4\pm J_0/2$. Equating the inward one to $vn_{\rm out}/4$ gives $n_{\rm out}/n_0=1+4d/(3a)=1.06$. Solving the free-molecular wall-to-wall exchange, with $n_0$ fixed by the wall-hit rate at the mouth, also gives about 1.06, a profile within about 3% of (1) down to 200 nm, and a flux about 5% below $J_0$.
- **Direct flights from the mouth.** In a perfectly straight pore, a fraction of about $d^2/(4x^2)$ of the entering atoms passes depth $x\gg d$ without touching the wall. They land at the rate $vn_0d^2/(8x^3)$ per volume. For $x\gg a$ this is $xd/(16a^2)$ times the local loss from (1). The ratio is a few per cent at 200 nm but reaches one near 20 µm, where the diffusive description and the inverse-square law fail.
- **Gas collisions.** At 1 Torr, with an assumed cross-section of $4\times10^{-15}$ cm$^2$, the mean free path is 55 µm, far above $d$. With a rough three-body coefficient of $10^{-32}$ cm$^6$/s, gas recombination is $7\times10^{-11}$ of the wall loss at the mouth.
- **Settling.** The diffusive time scale $(a+H)^2(1+4K/d)/D$ is 0.12 s. This is a generous bound, since recombination speeds the approach: an initially empty closed pore reaches 99% of its bottom density in about 0.03 s. The steady profile applies if the source and the wall change more slowly.
- **Temperature.** At 320 K, changing only $v$ and $K$ while holding $n_0$ and $k_s$ fixed, $a$ rises to 189 nm. A thermally activated $k_s$ would offset part of this rise if its activation energy is well below twice the binding energy.

## Comparison with a real low-k film

Pores of a few nanometres and layers of a few hundred nanometres are roughly the dimensions of porous organosilicate dielectrics exposed to an oxygen plasma. Whether second-order loss dominates in such films is not shown here. The binding energy and $k_s$ are the least certain inputs; they were chosen to make second-order loss dominant. They imply a loss probability $knd/v$ per wall hit of 0.0045 at the mouth, falling to 0.00026 at 200 nm in the deep pore. Real pores form an irregular network with narrow necks, which lowers the effective $D$ and shortens $a$ as $\sqrt D$ if $k$ is unchanged.

The assumption most likely to break is the absence of first-order loss, since strongly binding sites and methyl groups can remove single atoms. For a loss probability $\gamma$ per wall hit, $k_1=\gamma v/d$. With $\gamma=10^{-4}$, $L=173$ nm and the closed-bottom density falls from 0.085 to 0.075 of $n_0$. With $\gamma=10^{-3}$, $L=55$ nm and it falls to 0.023, a reduction of 74%. In that second case $L$ is shorter than $a$, and no clear algebraic range remains. A measured depth profile can therefore be read with (1) only if first-order loss has been shown to be weak over the depth concerned.

The remaining values and their units are in the numerical output below.

## Calculated quantities

```
Temperature: 300 K
Pore diameter: 3 nm
Film depth H: 200 nm
Mouth density n0: 1e+14 cm^-3
Total gas pressure: 1 Torr
Binding energy: 0.46 eV
Desorption attempt rate: 1e+13 1/s
Sticking probability: 1
Surface loss coefficient k_s: 1e-10 cm^2/s
Surface diffusion coefficient: 1e-10 cm^2/s
Wall site density: 1e+15 cm^-2
Mean speed of O atoms: 6.301e+04 cm/s
Residence time on wall: 5.341e-06 s
Adsorption length K: 0.08414 cm
Adsorbed density at mouth: 8.414e+12 cm^-2
Knudsen D: 0.006301 cm^2/s
Knudsen D, quadrature / formula: 0.9996
Loss coefficient k: 9.439e-06 cm^3/s
Loss rate k n0: 9.439e+08 1/s
Decay length a: 63.29 nm
n/n0 at 50 nm, formula: 0.3121
n/n0 at 50 nm, numerical deep pore: 0.3121
n/n0 at 100 nm, formula: 0.1502
n/n0 at 100 nm, numerical deep pore: 0.1502
n/n0 at 200 nm, formula: 0.05778
n/n0 at 200 nm, numerical deep pore: 0.05778
exp(-2H/a), same initial slope: 0.001799
exp(-sqrt(6)H/a), first-order rate k n0: 0.0004346
Log-slope at 0 over that at 5a, second order: 6
Log-slope at 0 over that at 5a, first order: 1
Flux into pore: 1.991e+17 cm^-2 s^-1
Gain at H for tenfold n0, deep pore: 1.432
Integral I: 2.42865
Closed-bottom factor, formula: 1.4746
Closed-bottom factor, numerical at H: 1.4746
n/n0 at closed bottom: 0.0852
First-order length L, probability 1e-04: 173.2 nm
  deep-pore n(H) relative to algebraic law: 0.8304
  n/n0 at closed bottom with this loss: 0.07485
First-order length L, probability 1e-03: 54.77 nm
  deep-pore n(H) relative to algebraic law: 0.2033
  n/n0 at closed bottom with this loss: 0.02256
Full wall loss / k n0^2: 0.9748
Reaction order of wall loss, example: 1.990
Reaction order, k_s a million times larger: 1.014
Radicals per length a, N_a: 50.19
Stochastic / mean-field near bottom, example: 1.00
Stochastic / mean-field near bottom, N_a = 1: 2.1
Surface / gas diffusion flux: 0.018
Density outside mouth / n0: 1.126
Gas mean free path: 55 um
Three-body gas loss / wall loss at n0: 6.8e-11
Settling time scale: 0.12 s
a at 320 K, only K and speed changed: 189 nm
```
